# Tuning Exact Exchange for an Oxygen Hole Level in Finite Cells

## Definitions and conventions

Let an oxygen 2p spin-orbital in an oxide contain $1-f$ electrons, where $0\le f\le1$ is the hole occupation. The state $f=0$ has a filled level and $f=1$ has one full hole. All nuclei stay fixed while $f$ changes, in the geometry relaxed for $f=1$. Formulas are in Hartree atomic units and numerical results in eV and nm.

The exchange-correlation energy is that of a PBE hybrid,
$$E_{xc}=aE_x^{\rm exact}+(1-a)E_x^{\rm PBE}+E_c^{\rm PBE}.$$
The electron number is $N=N_0-f$, so the hole level is
$$e(f;a)=\frac{\partial E}{\partial N}=-\frac{\partial E}{\partial f}.\tag{1}$$
The tuned fraction $a_K$ is defined by $e(1;a_K)=e(0;a_K)$ for an isolated hole in an infinite crystal. A calculation in a periodic cubic cell of edge $L$, with a uniform background that neutralizes the hole, must first be corrected to this limit. The constants $\epsilon_\infty$ and $\epsilon_0$ describe screening by electrons alone and by electrons and ions together.

## What the condition does to the energy

Equation (1) identifies an eigenvalue with an energy derivative. To see why, let $n_j$ be the occupations and $h$ the one-electron operator obtained by differentiating $E$ with respect to the density matrix. If the orbitals change by $\delta\phi_j$ at fixed occupations,
$$\delta E=\sum_j n_j\left(\langle\delta\phi_j|h|\phi_j\rangle+{\rm c.c.}\right)
=\sum_j n_je_j\,\delta\langle\phi_j|\phi_j\rangle=0,$$
because $h\phi_j=e_j\phi_j$ and the norms are fixed. The explicit dependence on $n_j$ remains, so $\partial E/\partial n_j=\langle\phi_j|h|\phi_j\rangle=e_j$. For the oxide ion of the example below, without the polarization of its surroundings, at $a=f=0.5$, a central difference of total energies with step 0.05 in $f$ gives $-12.5712$ eV and the eigenvalue is $-12.5713$ eV.

Integration of (1) gives
$$E(0)-E(1)=\int_0^1e(f)\,df.\tag{2}$$
Equal end points make the mean slope of $e(f)$ zero, and with it the mean curvature of $E(f)$. They do not make $e$ constant. If the remaining variation is quadratic, $e(f)=e_*+\kappa f(1-f)$, then
$$e(\tfrac12)-e_*=\frac{\kappa}{4},\qquad E(0)-E(1)-e_*=\kappa\left(\frac12-\frac13\right)=\frac{\kappa}{6}.\tag{3}$$
The error of the level as a total-energy difference is therefore two thirds of the midpoint deviation.

The fraction $a$ acts through self-repulsion. Let $J$ be the Coulomb self-repulsion integral of the hole orbital. With frozen orbitals the Hartree energy contains $Jf^2/2$ and exact exchange contributes $-aJf^2/2$. Semilocal exchange cancels only part of the rest, which leaves $E$ convex at small $a$. Relaxation acts the other way. Write $E(f)=\min_xF(f,x)$, with $x$ the orbital parameters. Differentiating $F_x=0$ gives $dx/df=-F_{xx}^{-1}F_{xf}$, hence
$$E''=F_{ff}-F_{fx}F_{xx}^{-1}F_{xf}\le F_{ff}$$
at a minimum, where $F_{xx}$ is positive. In pure Hartree–Fock theory $F_{ff}=0$, so relaxation makes $E$ concave. A suitable $a$ can balance the two tendencies.

## The ion and its surroundings

Treat the oxygen ion quantum mechanically and the other ions as a linear polarizable lattice. Let the vector $p$ collect the electronic dipoles and $m$ the dipoles due to ionic displacement, with diagonal polarizability matrices $X$ and $Y$. Let $F$ be the field of a unit charge at the lattice sites, $T$ the symmetric matrix that turns dipoles into fields, and $\psi_0$ the potential at the hole from its own images and background. Then
$$U=\tfrac12f^2\psi_0+\tfrac12pX^{-1}p+\tfrac12mY^{-1}m-\tfrac12(p+m)T(p+m)-fF(p+m).$$
Electrons follow the hole at fixed $m$. Setting $\partial U/\partial p=0$ gives
$$(X^{-1}-T)p=Tm+fF,\qquad p=D(Tm+fF),\quad D=(X^{-1}-T)^{-1}.$$
Substitution and collection of powers of $f$ give
$$U=\tfrac12Af^2+f\,b\cdot m+\tfrac12mKm,$$
$$A=\psi_0-FDF,\quad b=-(1+TD)F,\quad K=Y^{-1}-T-TDT.$$
The geometry is relaxed at $f=1$, so $Km=-b$. Define $B=b\cdot m=-bK^{-1}b$, which is negative for a stable lattice. Since $mKm=-b\cdot m=-B$,
$$E(f)=E_{\rm ion}(f)+\tfrac12Af^2+Bf-\tfrac12B.\tag{4}$$
The last term is the cost of distorting the lattice without a hole. The hole acts on the lattice as a point charge, and the lattice potential is taken as constant over the ion. A constant potential leaves the orbitals unchanged, so differentiation gives
$$e(f)=e_{\rm ion}(f)-Af-B.\tag{5}$$
With $g(a)=e_{\rm ion}(1;a)-e_{\rm ion}(0;a)$, the tuning condition becomes
$$g(a_K)=A.\tag{6}$$
The frozen distortion shifts both levels by $-B$ and drops out. Stronger electronic polarization makes $A$ more negative and, where $g$ rises with $a$, lowers $a_K$.

## Finite-cell correction

The potential $\psi$ of a unit charge with its images and background has zero average and obeys $\nabla^2\psi=-4\pi(\delta-1/L^3)$ in the cell. Near the charge, cubic symmetry gives
$$\psi(r)=\frac1r-\frac{\alpha_M}{L}+\frac{2\pi r^2}{3L^3}+\cdots.$$
The quadratic term follows from $\nabla^2r^2=6$; the constant must scale as $1/L$, with $\alpha_M=2.8373$. Thus $\psi_0=-\alpha_M/L$.

The potential induced at the hole is a sum over the nonzero wave vectors $k=2\pi n/L$ of the cell, divided by $L^3$. At small $k$ its summand begins with $-(1-1/\epsilon)4\pi/k^2$. Replacing an integral by this sum changes a homogeneous term of degree $s$ in $k$ by an amount of order
$$\frac1{L^3}\left(\frac{2\pi}{L}\right)^s\propto L^{-3-s}.$$
Degree $-2$ gives $1/L$, degree 0 gives $L^{-3}$ and degree 2 can give $L^{-5}$; inversion symmetry removes odd degrees. The leading coefficient follows from $\psi_0$ by proportion. The bare $4\pi/k^2$ gives $-\alpha_M/L$, so the induced part gives $+(1-1/\epsilon)\alpha_M/L$. Their sum is $-\alpha_M/(\epsilon L)$.

With ions frozen, $\epsilon=\epsilon_\infty$ applies to $A$. For the relaxed hole, $\epsilon=\epsilon_0$ applies to $A+B$:
$$A_L=A-\frac{\alpha_M}{\epsilon_\infty L},\qquad
(A+B)_L=A+B-\frac{\alpha_M}{\epsilon_0L},$$
up to $O(L^{-3})$. Subtraction gives $B_L=B-(\alpha_M/L)(1/\epsilon_0-1/\epsilon_\infty)$. For a state of hole charge $q'$ the site potential $A_Lq'+B_L$ is therefore in error by
$$-\frac{\alpha_M}{L}\left(\frac{q'}{\epsilon_\infty}+\frac1{\epsilon_0}-\frac1{\epsilon_\infty}\right)
=-\frac{\alpha_M(q'+q_{\rm pol})}{\epsilon_\infty L},\qquad
q_{\rm pol}=-1+\frac{\epsilon_\infty}{\epsilon_0}.$$
An electron level moves opposite to the potential, so
$$e_{\rm infinite}=e_L-\frac{\alpha_M(q'+q_{\rm pol})}{\epsilon_\infty L}+O(L^{-3}).\tag{7}$$

Two limits show the role of the ions. If $\epsilon_0=\epsilon_\infty$, then $q_{\rm pol}=0$ and only the state with a hole is corrected at this order. In the formal limit $\epsilon_0\to\infty$ of (7), $q_{\rm pol}\to-1$: the relaxed hole needs no $1/L$ correction, but the filled level in the distorted lattice does. A lattice of point dipoles may become unstable before this limit is reached. In both limits the correction to $e(1)-e(0)$ is $-\alpha_M/(\epsilon_\infty L)$, the quantity that matters for $a_K$. By (2), the correction to $E(0)-E(1)$ is the average of (7) over $q'$ from 0 to 1, which replaces $q'$ by $1/2$.

Equation (7) assumes that exact exchange of the localized orbital has no image term. If the exchange kernel instead retains the constant $-\alpha_M/L$, the energy contains $+a\alpha_M(1-f)^2/(2L)$. Its contribution to the level is $a\alpha_M(1-f)/L$, which changes $e(1)-e(0)$ by $-a\alpha_M/L$. This must be removed separately.

## Algorithm

1. Relax the geometry with the hole present, then freeze it.
2. For two trial fractions, converge $f=0$ and $f=1$, keeping the same orbital as the hole.
3. Correct both levels with (7) and form $G(a)=e(1;a)-e(0;a)$.
4. Take the secant step $a_{\rm new}=a_2-G(a_2)(a_2-a_1)/[G(a_2)-G(a_1)]$ and repeat until $G$ is small.
5. Compare the level with the total-energy difference, corrected as above.

Near the root, an error $\delta G$ in the corrected gap gives
$$\delta a\simeq-\frac{\delta G}{dG/da}.\tag{8}$$
This converts each electrostatic error into an error of the fraction. If the distortion itself depends appreciably on $a$, the relaxation must be repeated at the new fraction.

## Oxygen hole in magnesium oxide

MgO is the scale that grows on magnesium. The inputs are chosen model parameters of typical size, not reference data: a lattice constant of 0.421 nm, $\epsilon_\infty=3.0$ and $\epsilon_0=9.8$. The oxide ion is described in the cc-pVTZ basis without f functions, inside a cube of point charges $\pm2$, multiplied by 1/2 on the faces, 1/4 on the edges and 1/8 at the corners. The potential of this cube at the ion is 23.911 V, against 23.909 V from the periodic sum. The Clausius–Mossotti relation sets the total polarizability of an ion pair, and the response to a uniform field returns both dielectric constants. The division within the pair is a further choice: Mg receives 5% of the electronic part, and the displacement part is shared equally. The value of $A$ depends on the electronic division only. The division of the displacement part leaves $A$ unchanged but sets $B$, and with it the absolute levels, the distortion energy, the Mg displacement and the cost $\Delta$ of moving the hole: giving Mg 30% to 70% of it moves $B$ from about $-2.5$ to $-3.7$ eV, $\Delta$ from 1.4 to 2.5 eV and the Mg displacement from 0.004 to 0.009 nm. The distortion enters through $B$, with the point charges seen by the ion at their ideal positions.

**Correcting one cell.** In the 216-ion cell, $L=1.263$ nm. With $e^2/(4\pi\varepsilon_{\rm vac})=1.440$ eV nm,
$$\frac{\alpha_M}{\epsilon_\infty L}\rightarrow\frac{2.8373\times1.440}{3.0\times1.263}=1.078\ {\rm eV}.$$
Here $q_{\rm pol}=-0.694$. The polarization of the surroundings raises the filled level by 2.282 eV before correction and by $2.282+0.694\times1.078=3.030$ eV after it. For the empty level the shift is $8.420-0.306\times1.078=8.090$ eV. The extrapolated shifts are 3.105 and 8.105 eV, so $A=-5.000$ eV and $B=-3.105$ eV. The distortion energy $-B/2$ is 1.552 eV; the explicit lattice energy agrees with $-B/2$ within $10^{-7}$ hartree in every cell.

**The remainder.** The corrected $A$ is $-5.197$, $-5.060$ and $-5.025$ eV for 64, 216 and 512 ions. Its errors, 0.197, 0.060 and 0.025 eV in magnitude, fall by factors of 3.3 and 2.4. An $L^{-3}$ law predicts 3.4 and 2.4.

The $1/L$ coefficients of the site potential can also be fitted freely. Equation (7) predicts 0.6562 for $f=0$ and $-0.2895$ for $f=1$. A fit with $L^{-3}$ and $L^{-5}$ terms to cells of 1000 to 13824 ions gives 0.6573 and $-0.2884$. Without the $L^{-5}$ term, cells of 512 to 1728 ions give 0.6249 and $-0.3207$, the latter wrong by 11% of the predicted value. The same short fit in cells of 1728 to 13824 ions is within 1.5%. The two small-cell errors are nearly equal and cancel in the difference, $-0.9456$ against the predicted $-0.9457$. The troublesome term thus belongs to the frozen distortion $B$, not to $A$, and hardly affects the tuning.

**Finding the fraction.** In the infinite cell the levels, in eV, are:

| $a$ | $e(0)$ | $e(1)$ | $E(0)-E(1)$ |
|---|---|---|---|
| 0 | −4.471 | −9.824 | −7.222 |
| 0.25 | −6.210 | −7.831 | −7.090 |
| 0.360 | −6.982 | −6.982 | −7.032 |

The zero of energy is the average electrostatic potential of the model lattice, not the vacuum level. A straight line through the first two gaps, $-5.353$ and $-1.621$ eV, crosses zero at
$$a=0.25\,\frac{5.353}{5.353-1.621}=0.359,$$
close to the converged 0.360. Between $a=0$ and the root, the filled level moves by 2.5 eV but the total-energy difference by only 0.19 eV.

At the root the midpoint level is $-7.057$ eV, which is 0.075 eV below the end points. Equation (3) then predicts a total-energy difference 0.050 eV below the level, as found. This does not show that the variation is a pure parabola: a term odd about $f=1/2$ changes neither the midpoint nor the integral, and at $f=1/4$ the deviation is about 0.6 of the midpoint value instead of 0.75. At $a=0$ the filled level lies 2.751 eV above the total-energy difference.

Without cell correction, 216 ions give $a=0.283$; with it, 0.356. The slope $dg/da=14.5$ eV near the root explains the change: $1.078/14.5=0.074$. The remaining 0.060 eV error in $A$ accounts for the last 0.004.

## Errors outside the cell correction

The largest computed uncertainty is the basis. Adding diffuse functions (aug-cc-pVTZ, again without f functions), with $A$ held fixed, lowers the root by 0.084 to about 0.28. This is as large as the whole finite-cell effect. Its cause was not tested. The root keeps falling as the basis grows: with s, p and d shells it is about 0.45 in cc-pVDZ, 0.30 in cc-pVQZ and 0.27 in aug-cc-pVQZ, while restoring the f functions in cc-pVTZ lowers it by only 0.003. The value 0.360 is therefore not converged in the basis, and its digits are useful only for comparing cells within one basis.

The other effects estimated here are smaller. Giving Mg 1% or 10% of the electronic polarizability instead of 5% changes $a$ by about $+0.009$ or $-0.011$. The hole pushes the nearest Mg ions outward by 0.006 nm; moving the six point charges accordingly changes $a$ by $-0.0003$ at fixed $A$. The quadrupole of the p-shaped hole orbital changes $A$ by $-0.027$ eV and $a$ by $-0.002$; the relaxed density difference has a smaller quadrupole and gives about $-0.021$ eV. The unscreened background potential varies across the ion by about $2\pi\langle r^2\rangle/(3L^3)=0.013$ eV in the 216-ion cell.

Localization on one oxygen is imposed. With ions frozen, moving the hole to a neighbouring oxygen costs $\Delta=1.933$ eV in the lattice model. For a rough hopping of $t=0.25$ eV, first-order mixing with twelve neighbours has weight
$$\frac{12t^2}{\Delta^2}=\frac{12\times0.25^2}{1.933^2}=0.20,$$
an order of magnitude only. Each of the twelve sites also has four neighbours among the others, and hopping between them shifts their symmetric combination by $4t=1$ eV, up or down according to the sign of the hopping. This can lower or raise the weight appreciably. The effect on $a_K$ was not computed. In the opposite limit, a hole spread over $n$ distant equivalent sites has charge $f/n$ on each. The self-repulsion terms then scale as $n(f/n)^2=f^2/n$, so the gap vanishes for any $a$ as $n$ grows and the condition no longer selects a fraction.

In this linear model temperature broadens the level but shifts neither its mean nor the fixed-geometry condition. Classical fluctuations have $\langle mm\rangle=k_BT\,K^{-1}$ about their mean, so the variance of $b\cdot m$ is $k_BT\,bK^{-1}b=2\lambda k_BT$, with $\lambda=-B/2$. At 300 K this classical estimate of the spread is 0.28 eV. A harmonic mode of frequency $\omega$ in fact has $k_BT$ replaced by $(\hbar\omega/2)\coth(\hbar\omega/2k_BT)$, which is larger, so zero-point motion widens the spread where vibrational quanta are not small compared with $k_BT$. MgO at 300 K is such a case: optical quanta of roughly 50 to 90 meV, against $k_BT=26$ meV, would give 0.32 to 0.38 eV.

For real MgO the lattice and dielectric inputs are of typical size, but covalency, Pauli repulsion and hopping are missing or only estimated. The range 0.27–0.36 compares bases from cc-pVTZ upward, with the larger ones near its lower end; it is neither a bound nor a recommendation for a full band calculation. The model does not decide whether a free hole traps itself. In a thin scale, the metal and the surface also replace uniform bulk screening, so (7) with bulk constants no longer applies; the size of that change was not computed. The remaining digits are in the numerical output.

## Calculated quantities

```
MgO lattice constant (rough input): 0.421 nm
eps_inf, eps_0 (rough inputs): 3.0, 9.8
eps from uniform field: 3.0000, 9.8000
alpha_M of cubic array: 2.83730
q_pol: -0.6939 e
Environment shift of level (eV): f=0 raw, corr; f=1 raw, corr
    64 ions, L=0.842 nm: 1.721 2.843; 8.535 8.040
   216 ions, L=1.263 nm: 2.282 3.030; 8.420 8.090
   512 ions, L=1.684 nm: 2.518 3.079; 8.352 8.104
  1000 ions, L=2.105 nm: 2.645 3.094; 8.305 8.107
  1728 ions, L=2.526 nm: 2.725 3.099; 8.272 8.106
  4096 ions, L=3.368 nm: 2.822 3.103; 8.229 8.106
 13824 ions, L=5.052 nm: 2.917 3.104; 8.187 8.105
 extrapolated: f=0 3.105; f=1 8.105 eV
1/L coefficient of site potential (a.u.): f=0, f=1
 formula: 0.6562, -0.2895
 fit with L^-5, up to 13824 ions: 0.6573, -0.2884
 fit without L^-5, 512-1728 ions: 0.6249, -0.3207
 fit without L^-5, 1728-13824 ions: 0.6520, -0.2937
Madelung potential, Ewald: 23.909 V
Madelung potential, finite cube: 23.911 V
Janak test a=0.5 f=0.5: difference -12.5712, level -12.5713 eV
Tuned a, infinite cell: 0.3604
Tuned a, 216 ions, uncorrected: 0.2828
Tuned a, 216 ions, corrected: 0.3563
Levels (eV), infinite cell: e(f=0), e(f=1), E(f=0)-E(f=1)
 a=0.0000: -4.471, -9.824, -7.222
 a=0.2500: -6.210, -7.831, -7.090
 a=0.3604: -6.982, -6.982, -7.032
Level minus energy difference, a=0: 2.751 eV
Level minus energy difference, tuned a: 0.050 eV
A (infinite cell): -5.000 eV
B (infinite cell): -3.105 eV
Lattice distortion energy -B/2: 1.552 eV
Outward shift of nearest Mg: 0.0063 nm
Ion level gap g at a=0: -10.353 eV
Ion level gap g at a=0.25: -6.622 eV
Slope dg/da near the root: 14.541 eV
Straight-line estimate from a=0 and 0.25: 0.3587
Level at f=0.5, tuned a: -7.057 eV
Neglected: diffuse basis changes a by -0.0838
Neglected: displaced Mg changes a by -0.0003
Hole orbital <r^2>: 3.092 bohr^2
Neglected: hole quadrupole changes A by -0.0267 eV, a by -0.0018
Neglected: background across ion, 216 ions: 0.0130 eV
Cost of hole on neighbour O, frozen ions: 1.933 eV
Rough O-O hopping (input): 0.25 eV
Neglected: leaked weight 12 t^2/cost^2: 0.201
Thermal level spread sqrt(2 lambda kT), 300 K: 0.283 eV
```
